# Why amorphous silicon absorbs visible light more strongly than crystalline silicon

A perfect crystal is unchanged by a translation through one cell, and visible light, even inside silicon, has a wavelength of more than a hundred cells. Absorption of a photon therefore leaves the crystal momentum $k$ of the electron almost unchanged, and the small change is neglected here. If no vertical transition matches the photon energy $\omega$, the amplitude is zero. A non-zero amplitude needs a disturbance of the lattice and starts, at lowest order, in proportion to its strength $W$, an energy. The relative amplitude is a pure number, so $W$ must be divided by another energy. The natural candidate is the detuning $D-\omega$ from the direct gap $D$, which suggests

$$\frac{\text{absorption}}{\text{absorption without a momentum rule}}\sim\frac{W^2}{(D-\omega)^2}.$$

This argument cannot exclude other energies, such as the bandwidth; the model below shows that here the detuning is the right one. In crystalline silicon $W$ comes from phonons and is small. In amorphous silicon it comes from frozen disorder and is not.

The comparison needs a condition. Roughly, crystalline silicon has an indirect gap of 1.1 eV and a direct gap of 3.4 eV, while the optical gap of hydrogenated amorphous silicon, the usual device material, is near 1.7 eV. Between the two absorption edges the crystal absorbs more. The claim to be examined is that amorphous silicon absorbs more strongly than the crystal for photons sufficiently above both edges and sufficiently below the crystal's direct gap, a window that includes much of the visible range. Close to the direct gap the crystal's own vertical transitions, broadened by phonons, can make it the stronger absorber.

## The model

Take $N$ cells on a simple cubic lattice, each with one valence and one conduction orbital. Electrons are independent, and excitons and local fields are left out. Both bands have the same hopping operator $K$, with eigenvalues $K_k=2t\sum_i\cos k_i$:

$$H_c=K+E_g+6t+u_c,\qquad H_v=K-6t+u_v .$$

The site energies $u_c,u_v$ vanish in the perfect crystal. The valence maximum is then at $k=0$ with energy 0, and the conduction minimum is at $(\pi,\pi,\pi)$ with energy $E_g$. The gap is indirect. The vertical gap is

$$E_c(k)-E_v(k)=E_g+12t\equiv D$$

for every $k$, so the direct transitions form one line. This is a simplification of silicon's band structure, not a copy of it.

The position operator has a part diagonal in the orbitals and a part that connects the two orbitals of one cell with dipole $d$. Conduction eigenstates $a$ contain no valence orbitals and valence eigenstates $b$ no conduction orbitals, so the first part drops out between them:

$$\langle a|x|b\rangle=d\sum_R a^*(R)\,b(R)=d\,\langle a|b\rangle .$$

Absorption thus measures the overlap of two envelope functions. Define the strength per cell

$$f(\omega)=\frac1N\sum_{ab}|\langle a|b\rangle|^2\,\delta(E_a-E_b-\omega).$$

To connect $f$ with optics, use atomic units and a field $F\cos\omega t$. The golden rule gives each pair the rate $2\pi(Fd/2)^2|\langle a|b\rangle|^2\delta(E_a-E_b-\omega)$. With two spins and cell volume $v$, the absorbed power per volume is

$$\frac{2\omega}{v}\,2\pi\,\frac{F^2d^2}{4}\,f=\frac{\pi\omega F^2d^2}{v}f .$$

The macroscopic expression for the same power is $\omega\varepsilon_2F^2/8\pi$. Equating the two gives

$$\varepsilon_2(\omega)=\frac{8\pi^2d^2}{v}f(\omega),\qquad \alpha=\frac{2\omega\kappa}{c}=\frac{\omega\,\varepsilon_2}{n_r c}.$$

The last form uses $\varepsilon_2=2n_r\kappa$, where $n_r+i\kappa$ is the complex refractive index.

Since both sets of states are complete, $\sum_{ab}|\langle a|b\rangle|^2=N$ and $\int f\,d\omega=1$ for any disorder. Disorder redistributes strength; it creates none. In the perfect crystal $\langle k'|k\rangle=\delta_{k'k}$, all strength sits at $D$, and $f=0$ below it.

## The crystal with phonons

Let each site carry a phonon mode of energy $\Omega$ with operator $B_R=b_R+b_R^\dagger$. It shifts the conduction site energy by $g_cB_R$ and the valence site energy by $g_vB_R$. The effect of the filled valence band is included in the equilibrium geometry, so a hole couples with $-g_v$.

Consider a final state with an electron at $k'$, a hole at $k$ and one more phonon at $R$. There are two routes:

- The photon lifts the electron vertically at $k$, and the electron then scatters to $k'$. The intermediate energy is $\Delta_k$, the vertical gap at $k$.
- The photon lifts an electron vertically at $k'$, and the hole then scatters from $k'$ to $k$. The intermediate energy is $\Delta_{k'}$.

A phonon cannot act first, because the valence band is full and the conduction band empty. The site matrix element between plane waves has modulus $1/N$, with the same phase in both routes, and emission gives a factor $\sqrt{n_R+1}$. Each route is divided by $\omega$ minus its intermediate energy, so the amplitude in units of $d$ has modulus

$$\frac{\sqrt{n_R+1}}{N}\left|\frac{g_c}{\Delta_k-\omega}-\frac{g_v}{\Delta_{k'}-\omega}\right| .$$

Final states with the phonon on different sites are distinct, so probabilities are added over $R$. With $\sum_R(n_R+1)=N(n+1)$, where $n$ is the mean occupation, this gives

$$\frac{n+1}{N}\left[\frac{g_c}{\Delta_k-\omega}-\frac{g_v}{\Delta_{k'}-\omega}\right]^2 ,\qquad \omega=E_c(k')-E_v(k)+\Omega .$$

Phonon absorption has $n$ in place of $n+1$ and $-\Omega$ in place of $+\Omega$. Diagonalizing a small electron–hole–phonon ring with unequal hoppings tests this formula: the ratios of computed to predicted strength are 0.999 for both emission and absorption.

In the cubic model $\Delta_k=\Delta_{k'}=D$, and the bracket becomes $(g_c-g_v)/(D-\omega)$. What remains is to count pairs without a momentum rule:

$$J(\omega)=\frac1{N^2}\sum_{kk'}\delta\big(E_c(k')-E_v(k)-\omega\big).$$

Inserting the probability into $f$ gives, to second order in the couplings,

$$f_c(\omega)=\frac{(g_c-g_v)^2}{(D-\omega)^2}\Big[(n+1)J(\omega-\Omega)+nJ(\omega+\Omega)\Big].$$

To evaluate $J$, note that $E_c(k')-E_v(k)=D+K_{k'}-K_k$ and write the delta function as a Fourier integral over $s$. Each of the six cosines then averages independently to the Bessel function $J_0(2ts)$, so that

$$J(\omega)=\frac1\pi\int_0^\infty\cos[(\omega-D)s]\,J_0(2ts)^6\,ds .$$

Near the edge both bands are parabolic, with energy $\epsilon=tq^2$ measured from the extremum. Each has the density of states $\sqrt\epsilon/(4\pi^2t^{3/2})$. Since $\int_0^x\sqrt{\epsilon(x-\epsilon)}\,d\epsilon=\pi x^2/8$,

$$J\to\frac{1}{16\pi^4t^3}\cdot\frac{\pi(\omega-E_g)^2}{8}=\frac{(\omega-E_g)^2}{128\pi^3t^3}.$$

## Static disorder: one identity

Now freeze the disturbance and let $w=u_c-u_v$, the local change of the gap. Subtracting the Hamiltonians gives $H_c-H_v=D+w$. Place this between $\langle a|$ and $|b\rangle$, and let $H_c$ act to the left and $H_v$ to the right:

$$(E_a-E_b-D)\langle a|b\rangle=\langle a|w|b\rangle .$$

For a pair at photon energy $\omega\neq D$ it follows that

$$|\langle a|b\rangle|^2=\frac{|\langle a|w|b\rangle|^2}{(D-\omega)^2}.$$

No expansion has been made; the identity needs only equal hopping in the two bands. It gives three results.

**Weak disorder.** Replace $a$ and $b$ on the right by plane waves. For zero-mean values of $w$ that are uncorrelated between sites, the mean of $|\langle k'|w|k\rangle|^2$ is $\langle w^2\rangle/N$. Hence

$$f(\omega)\simeq\frac{\langle w^2\rangle}{(D-\omega)^2}J(\omega).$$

This is the phonon law with $\Omega$ neglected in $J$ and $\langle w^2\rangle=(g_c-g_v)^2(2n+1)$. Phonon-assisted absorption and weak disorder-induced absorption have the same origin. A lattice diagonalization with weak disorder agrees with the second-order sum within 0.5%.

**Common disorder.** If $u_c=u_v$, then $w=0$ and every overlap away from $D$ vanishes, however strongly the states are scattered. In the numerical case a typical conduction state spreads over about 200 plane waves, yet the strength off the line is zero to rounding. Loss of crystal momentum is therefore not sufficient. In this model electron and hole must also feel the disorder differently. With unequal hopping even common disorder can act: for $g_c=g_v$ the two routes of the phonon calculation no longer cancel when $\Delta_k\neq\Delta_{k'}$. A difference between electron and hole is also plausible from a two-orbital picture of a bond, with levels at $\pm V$ about their mean: stretching the bond reduces $V$ and so moves the two levels in opposite directions relative to that mean.

**Spread of the strength.** Multiply the squared overlap by $(E_a-E_b-D)^2$ and sum over all pairs. By completeness,

$$\int(\omega-D)^2f\,d\omega=\frac1N\sum_{ab}|\langle a|w|b\rangle|^2=\frac1N\sum_Rw_R^2 .$$

Similarly, the mean of $\omega-D$ is the site average of $w$, which is zero on average. Strength leaves the direct line in both directions, and the part that moves down far enough appears in the visible.

## The relaxed limit

The weak-disorder law diverges as $\omega\to D$ and fails once $\langle w^2\rangle$ is comparable with $(D-\omega)^2$. It can also fail near the indirect edge, even where this ratio is small, because disorder changes the levels and states there. The opposite reference case has electron and hole states with no correlation. Completeness requires $\sum_b|\langle a|b\rangle|^2=1$. If the $N$ valence states share this sum evenly, each receives $1/N$ on average, and

$$f(\omega)=\frac1N\sum_{ab}\frac1N\,\delta(E_a-E_b-\omega)=J(\omega).$$

This can be tested without changing any energy level, by randomly relabelling the sites of the valence states relative to those of the conduction states. Below the direct gap the crystal's strength was zero; after relabelling it is 0.996 of the pair count.

The ratio $M=f/J$, with $J$ counted from each system's own levels, measures how far the rule is relaxed. It is 0 for the strict rule and 1 for uncorrelated states, though 1 is not an upper bound.

## Numbers at 2.4 eV

The parameters are round model values: $E_g=1.2$ eV, $t=0.2$ eV, $D=3.6$ eV, $\Omega=0.05$ eV, $g_c=0.10$ eV, $g_v=-0.05$ eV, $d=2$ bohr and $v=250$ bohr³. At 300 K the occupation is $n=0.169$, so the phonon variance of the gap is

$$(0.15)^2(1+2\times0.169)=0.0301\ \text{eV}^2 .$$

The amorphous model has independent site disorder of rms 0.4 eV in each band, drawn from a uniform (box) distribution, so $\langle w^2\rangle=2(0.4)^2=0.32$ eV².

The detuning at 2.4 eV is 1.2 eV. Neglecting $\Omega$, the crystal should have $M_c\approx0.0301/1.44=0.021$. The full formula gives 0.0191 at 2.4 eV, and 0.0195 when averaged over 2.3 to 2.5 eV; the strengths quoted below are averages over such 0.2 eV windows. It is lower because phonon emission, the more probable process, samples $J$ at a lower energy, where there are fewer pairs. Both values are of second order in the couplings. In the static table below, the first two rows have gap variances of 0.02 and 0.08 eV², on either side of the phonon value, and in the samples used there $M$ exceeds second order by roughly 10 to 20%, of which about 2% comes from comparing a window average with a point value. Freezing the phonons into static Gaussian shifts $g_cx_R$, $g_vx_R$ of the same variance gives a strength above second order by roughly 40, 20 and 14% at 2.0, 2.4 and 2.8 eV. The crystal's strength is therefore probably somewhat too low, and the amorphous-to-crystal ratios below somewhat too high.

For static disorder, diagonalization gives:

| rms per band (eV) | $M$ | second order |
|---|---|---|
| 0.1 | 0.015 | 0.014 |
| 0.2 | 0.068 | 0.056 |
| 0.4 | 0.37 | 0.22 |

At 0.4 eV the momentum rule is partly relaxed: the strength is 37% of the value for uncorrelated states. The excess over second order means, by the identity, that $|\langle a|w|b\rangle|^2$ is on average larger for these pairs than for plane waves.

The strengths are $f_a=0.072$ and $f_c=0.0027$ per eV, and their ratio separates into two factors:

$$\frac{f_a}{f_c}=\frac{M_a}{M_c}\,\frac{J_a}{J_c}=18.8\times1.42\approx27 .$$

These values come from eight samples of 720 cells and are uncertain by several per cent: the standard error of $f_a$ is 3%, and about 33 000 cells give $f_a\approx0.075$ and $M_a\approx0.38$. Most of the gain comes from the relaxed selection. The smaller factor comes from the changed level density, since site disorder adds pairs at this energy.

For the absorption coefficient, $f$ must be converted to inverse hartree. In the crystal,

$$\varepsilon_2=\frac{8\pi^2\times4}{250}\times0.00272\times27.21=0.093 .$$

The refractive index follows from the Kramers–Kronig relation, whose prefactor is $(2/\pi)(8\pi^2d^2/v)=16\pi d^2/v$. With all strength placed at $D$,

$$\varepsilon_1=1+\frac{16\pi d^2}{v}\frac{D}{D^2-\omega^2}=1+0.804\times\frac{3.6\times27.21}{3.6^2-2.4^2}=11.9,$$

so $n_r=3.46$. Then $\alpha=\omega\varepsilon_2/(n_rc)$ gives $3.3\times10^3$ cm⁻¹, an absorption depth $1/\alpha$ of 3.0 µm. The amorphous model has $\varepsilon_2=2.5$, $n_r=3.7$ and $\alpha=8.2\times10^4$ cm⁻¹, a depth of 0.12 µm.

## The gap must be treated fairly

Site disorder narrows the model's gap: in samples of 720 cells the lowest pair energy averages 0.86 eV, against 1.2 eV in the crystal. This is an extreme value that depends on the distribution and falls as the sample grows (about 0.79 eV at 5760 cells; Gaussian disorder of the same rms gives about 0.55 eV at 720 cells and falls faster), and its two states may lie far apart and hardly absorb. An optical gap extrapolated from the absorption itself lies higher: a Tauc fit of $\omega\sqrt{f}$ gives about 1.3 to 1.7 eV, depending on the fitting range. The optical gap of real amorphous silicon is near 1.7 eV, so the unshifted comparison may favour the amorphous side, by up to about 0.4 eV on this measure. As a simple correction, move the whole amorphous spectrum up by 0.5 eV. The lowest pair then lies at about 1.36 eV, above the crystal's edge, and the Tauc gap at about 1.8 to 2.2 eV. A rigid shift also moves the centre of the strength up from $D$, which further lowers the amorphous absorption. The ratio of strengths at 2.4 eV falls from 27 to 5.8 (about 6.1 in much larger samples), and the absorption coefficient becomes $2.1\times10^4$ cm⁻¹, still 6.3 times the crystal's. At 2.0 and 2.8 eV the shifted strength ratios are 7.4 and 4.0. With this shift the amorphous solid remains the stronger absorber at these energies, but the result depends on the shift. A shift of 0.9 eV would put the lowest pair at about 1.76 eV, but the Tauc gap at about 2.2 to 2.6 eV, well above that of amorphous silicon. The strengths at 2.4 and 2.8 eV would then be the unshifted values at 1.5 and 1.9 eV, 0.0031 and 0.0158 per eV, only about 1.1 times the crystal's second-order values. This margin is no larger than the likely error of second order, so the two solids are then about equal at these energies. With Gaussian disorder of the same rms the tail is stronger and these two ratios are about 1.9 and 1.3. A clearly larger shift, about 1.1 eV, reverses the order in both cases. The model thus shows how a relaxed momentum rule raises absorption, but whether this outweighs a wider gap depends on how the gaps are matched.

If the amorphous solid has a wider and sharp gap, the order reverses close to its edge. Suppose it is fully relaxed, with its edge raised to 1.7 eV, so that its strength is $J(\omega-0.5\ \text{eV})$. Using the edge law for both solids and neglecting $\Omega$, equality with the crystal requires

$$(\omega-1.7)^2\approx\frac{0.0301}{(3.6-\omega)^2}(\omega-1.2)^2,$$

with energies in eV. Near 1.75 eV the square root of the prefactor is about 0.094. Hence $\omega-1.7\approx0.094(\omega-1.2)$, or $\omega\approx1.75$ eV. The full expressions give 1.76 eV. Below this energy, down to its own edge, the crystal absorbs more, because its weak phonon-assisted process has pairs available and the amorphous solid has few or none. Incomplete relaxation, $M<1$, would move the crossing up.

Temperature also distinguishes the mechanisms. With the band energies held fixed, cooling to 0 K lowers the crystal's strength at 2.4 eV from 0.0027 to 0.0020 per eV. Zero-point motion still permits phonon emission. Frozen disorder has no such thermal factor.

These values illustrate the mechanism and do not predict silicon's spectrum, which has several bands, an energy-dependent dipole and electron–hole attraction. Random site energies on an intact lattice are also only a stand-in for amorphous silicon, whose disorder lies in the bonding network itself. The remaining checks and values are in the numerical output below.

## Calculated quantities

```
indirect gap 1.20 eV, direct gap 3.60 eV
hopping 0.20 eV, phonon energy 0.050 eV
couplings g_c 0.100 eV, g_v -0.050 eV
temperature 300 K, occupation n 0.1690
dipole 2.0 bohr, cell volume 250 bohr^3
amorphous rms disorder per band 0.40 eV
cells 720, samples 8
phonon gap variance 0.0301 eV^2
static gap variance 0.3200 eV^2
TESTS (ratio = direct computation / formula)
phonon emission line ratio 0.9988
phonon absorption line ratio 0.9992
weak static disorder ratio 0.9951
scrambled-site strength / pair count 0.9964
finite / infinite lattice pair count 1.0066
static-field / eps2-integral ratio 0.9999
common disorder: plane waves per state 204
common disorder: strength off the line 2.2e-27
STRENGTH f in 1/eV, averaged over 0.2 eV
2.0 eV: crystal 0.00042, amorphous 0.0221, ratio 52.4
   amorphous shifted up 0.5 eV: 0.00311, ratio 7.4
2.4 eV: crystal 0.00272, amorphous 0.0724, ratio 26.7
   amorphous shifted up 0.5 eV: 0.01575, ratio 5.8
2.8 eV: crystal 0.01394, amorphous 0.2042, ratio 14.6
   amorphous shifted up 0.5 eV: 0.05530, ratio 4.0
standard error of amorphous f at 2.4 eV 0.0022 1/eV
FACTORS at 2.4 eV
J crystal 0.1391 1/eV, J amorphous 0.1972 1/eV
M crystal 0.0195, M amorphous 0.3671
M ratio 18.8, J ratio 1.42
crystal f at 0 K 0.00196 1/eV
GROWTH OF M WITH DISORDER at 2.4 eV
rms 0.1 eV: M 0.0151, second order 0.0139
rms 0.2 eV: M 0.0675, second order 0.0556
rms 0.4 eV: M 0.3671, second order 0.2222
OPTICS at 2.4 eV
crystal: eps2 0.093, refractive index 3.46
   alpha 3.29e+03 1/cm, depth 3044 nm
amorphous: eps2 2.488, refractive index 3.70
   alpha 8.17e+04 1/cm, depth 122 nm
amorphous, shifted: eps2 0.541, refractive index 3.19
   alpha 2.06e+04 1/cm, depth 485 nm
alpha ratio 24.9, shifted 6.3
mean lowest pair energy, amorphous 0.86 eV
crossing for relaxed gap 1.7 eV: 1.759 eV
```
